# Image-force energy gain of an ion neutralized near a metal

## Problem

A singly charged argon ion leaves a plasma sheath with a kinetic energy of 20 eV and travels along the surface normal towards flat, clean copper. At a distance \(z=0.2\) nm from the image plane it captures an electron and becomes a neutral atom. The image plane is the effective plane on which the combined potential of the ion and its screening charge vanishes. Treat the ion as a point charge \(+e\) and the copper as an ideal grounded metal whose screening charge follows the ion without delay.

(a) Find the charge induced on the metal and the force on the ion at height \(h\).

(b) Find the kinetic energy that the image force has given to the ion when it is neutralized.

(c) The ion and its image are \(2z\) apart. Explain why the gain is not the energy \(e^2/(4\pi\varepsilon_0\,2z)\) of two fixed charges at that separation, and show that neutralization conserves the total energy.

(d) How does the result depend on the neutralization distance and on the angle of incidence?

(e) Estimate the effects that the ideal model neglects.

## Solution

Energies are in eV and lengths in nm. The Coulomb constant for two elementary charges is

\[
C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
\]

### (a) Induced charge and force

Let \(\zeta\) be the height above the image plane and \(r\) the distance from the ion's axis. The potential outside the metal must vanish at \(\zeta=0\) and far away, and must have the singularity of a charge \(+e\) at \(\zeta=h\). A fictitious charge \(-e\) at \(\zeta=-h\) achieves this:

\[
\phi=\frac{e}{4\pi\varepsilon_0}\left[\frac{1}{\sqrt{r^2+(\zeta-h)^2}}-\frac{1}{\sqrt{r^2+(\zeta+h)^2}}\right].
\]

There is no other solution. The difference of two solutions would have no singularity, would satisfy Laplace's equation and would vanish on the whole boundary. Such a function takes its largest and smallest values on the boundary, so it is zero throughout.

The field inside the metal is zero, so Gauss's law gives \(\sigma=-\varepsilon_0\,\partial\phi/\partial\zeta\) at \(\zeta=0\). Each term in the bracket contributes \(h/(r^2+h^2)^{3/2}\) to the derivative, and therefore

\[
\sigma(r)=-\frac{e\,h}{2\pi(r^2+h^2)^{3/2}} .
\]

The total induced charge is

\[
\int_0^\infty\sigma\,2\pi r\,dr=-eh\left[-\frac{1}{\sqrt{r^2+h^2}}\right]_0^\infty=-e .
\]

A ring of this charge attracts the ion. By symmetry the sideways forces cancel, and the normal component carries the factor \(h/\sqrt{r^2+h^2}\). Adding the rings gives an attraction of magnitude

\[
F=C\int_0^\infty\frac{h\,r\,dr}{(r^2+h^2)^{3/2}}\,\frac{h}{(r^2+h^2)^{3/2}}
=Ch^2\left[-\frac{1}{4(r^2+h^2)^2}\right]_0^\infty=\frac{C}{4h^2}.
\]

This is Coulomb's law for two charges \(2h\) apart. At \(h=0.2\) nm,

\[
F=\frac{1.440}{4(0.2)^2}=9.0\ \text{eV/nm}.
\]

### (b) Energy gained

As the ion approaches, \(h\) decreases and the force points along the motion, so \(dK=-F\,dh\). Integrating from far away to \(h=z\),

\[
\Delta K=\int_z^\infty\frac{C}{4h^2}\,dh=\frac{C}{4z}=\frac{e^2}{16\pi\varepsilon_0 z}.
\]

For the given distance,

\[
\Delta K=\frac{1.440\ \text{eV nm}}{4\times0.2\ \text{nm}}=1.80\ \text{eV}=2.88\times10^{-19}\ \text{J}.
\]

The kinetic energy rises from 20 to 21.8 eV, and the speed from 9.82 to 10.26 km/s.

A start at a finite height \(H\) would give \((C/4)(1/z-1/H)\). The part collected beyond 2 nm is \(1.440/8=0.18\) eV, one tenth of the total. Most of the gain therefore comes from the last two nanometres, and treating the start as infinitely distant is harmless for an ion that comes from a plasma.

### (c) The factor of two and the energy balance

For two fixed charges \(+e\) and \(-e\) at separation \(2z\) the energy is \(-C/(2z)=-3.60\) eV. This is also the interaction energy of the ion with the induced charge:

\[
W_{\text{int}}=-Cz\int_0^\infty\frac{r\,dr}{(r^2+z^2)^2}=-\frac{C}{2z}.
\]

The induced charge, however, had to be assembled against its own repulsion. On the surface its potential \(\phi_\sigma\) cancels that of the ion, so \(\phi_\sigma=-e/(4\pi\varepsilon_0\sqrt{r^2+z^2})\). The self-energy is then

\[
W_{\text{self}}=\frac12\int_0^\infty\sigma\phi_\sigma\,2\pi r\,dr=-\frac12W_{\text{int}}=+\frac{C}{4z}.
\]

The factor \(\tfrac12\) counts each pair of surface charges once. The total is

\[
U(z)=-\frac{C}{2z}+\frac{C}{4z}=-\frac{C}{4z}=-1.80\ \text{eV},
\]

in agreement with the work found in (b). Put in terms of motion, the image moves as the ion moves. When the ion advances by \(dh\), the separation shrinks by \(2\,dh\), but the force does work on the ion over \(dh\) alone.

At neutralization an electron passes from the metal to the ion. The idealized sudden transfer is assumed to give the atom no momentum, so the kinetic energy is unchanged. For scale, the momentum of an electron at copper's free-electron Fermi speed, if passed on entirely along the motion, would change the kinetic energy by about 0.09 eV, up or down. The induced charge disappears with the ionic charge, and the image force stops. Nothing takes back the 1.80 eV.

The balance closes on the electronic side. Let \(\Delta\) be the electronic energy released when a distant ion is neutralized. Close to the metal the ionic state already lies lower by \(C/(4z)\), while the neutral state is unshifted in this model. The release is then \(\Delta-C/(4z)\). With initial kinetic energy \(K_0\), the sum after neutralization is

\[
\left(K_0+\frac{C}{4z}\right)+\left(\Delta-\frac{C}{4z}\right)=K_0+\Delta,
\]

the same as for neutralization far away. The image force makes the atom faster and leaves less energy for the electrons.

### (d) Distance and angle

Differentiation gives

\[
\frac{d(\Delta K)}{dz}=-\frac{C}{4z^2}=-\frac{\Delta K}{z}.
\]

A small relative change in distance thus produces an equal and opposite relative change in energy. For larger changes the full formula is needed: neutralization at 0.15 nm gives 2.40 eV, and at 0.25 nm it gives 1.44 eV. The two shifts, \(+0.60\) and \(-0.36\) eV, differ because \(1/z\) steepens towards the surface.

The force has no component along an ideal flat surface. At an angle of incidence \(\theta\) from the normal, the energy of motion parallel to the surface stays \(K_0\sin^2\theta\), while that of normal motion becomes

\[
K_\perp=K_0\cos^2\theta+\frac{C}{4z}.
\]

In the limit of grazing incidence, \(\theta\to90^\circ\), the first term vanishes and the ion still reaches \(z\) with 1.80 eV of normal motion. Its path then makes an angle \(\beta\) with the surface, where \(\tan^2\beta=1.80/20=0.090\). Hence \(\tan\beta=0.30\) and \(\beta\approx17^\circ\). At normal incidence the same gain merely adds 9% to the energy.

### (e) Effects outside the ideal model

**Finite screening length.** The formula \(C/(4z)\) diverges as \(z\to0\), which shows that it must fail close to the surface. A simple improvement lets the field enter the metal, as in linear Thomas–Fermi screening with a sharp edge. For a potential with wave number \(q\) along the surface, the dependence on height obeys \(\phi''=q^2\phi\) outside and \(\phi''=(q^2+k^2)\phi\) inside, where \(1/k\) is the screening length. Put the edge at \(\zeta=0\) and write

\[
\phi_{\text{out}}=e^{q\zeta}-Re^{-q\zeta},\qquad \phi_{\text{in}}=Te^{\kappa\zeta},\qquad \kappa=\sqrt{q^2+k^2}.
\]

Continuity of \(\phi\) and of its slope requires \(1-R=T\) and \(q(1+R)=\kappa T\). Eliminating \(T\),

\[
R=\frac{\kappa-q}{\kappa+q}=\left(\sqrt{1+\frac{q^2}{k^2}}-\frac qk\right)^2=e^{-2\,\text{arsinh}(q/k)} .
\]

The second form follows on multiplying numerator and denominator by \(\kappa-q\) and using \(\kappa^2-q^2=k^2\).

The potential of a point charge is a sum over \(q\) with weights \(e^{-q|\zeta-b|}\), where \(b\) is the ion's height above the edge. The reflected part, taken back at the ion, acquires the factor \(e^{-2qb}\). With the factor \(\tfrac12\) for an induced charge, the gain is

\[
\Delta K_{\text{TF}}=\frac C2\int_0^\infty R(q)\,e^{-2qb}\,dq .
\]

Perfect screening, \(R=1\), returns \(C/(4b)\). For small \(q/k\), \(R\approx e^{-2q/k}\), which gives \(C/[4(b+1/k)]\). To this order, finite screening merely places the image plane \(1/k\) inside the edge, so the distance from the image plane is \(z=b+1/k\).

The next term, from \(\text{arsinh}\,x\approx x-x^3/6\), multiplies \(R\) by about \(1+q^3/(3k^3)\). Since \(\int_0^\infty q^3e^{-2qz}dq=6/(2z)^4\), the relative correction is

\[
\frac{\Delta K_{\text{TF}}-\Delta K}{\Delta K}\approx\frac{1}{4(kz)^3}.
\]

With one free electron per copper atom, \(1/k=0.055\) nm and the estimate is 0.5%. The full integral at fixed \(z=0.2\) nm gives 1.809 eV, an increase of 0.009 eV. This model omits the electrons that spill out beyond the edge. They place the real image plane outside it. Linear screening is also stretched at this distance, because the induced electron density just below the ion is comparable with the free-electron density of the metal. The small correction is therefore an indication and not a bound on the error.

**Delayed screening.** Treat the induced charge at each \(q\) as an oscillator with the surface-plasmon frequency \(\omega_s\). If the ion approaches at constant speed \(v\), so that \(h=-vt\) with \(t<0\), its amplitude \(a\) obeys

\[
\ddot a+\omega_s^2a=\omega_s^2e^{qvt}.
\]

Inserting \(a=Ae^{qvt}\) gives \(A=1/[1+(qv/\omega_s)^2]\). The important wave numbers are of order \(1/(2z)\), and the free-electron value \(\hbar\omega_s=7.66\) eV gives \(v/\omega_s\approx0.0009\) nm. This is tiny compared with \(2z=0.4\) nm. In this undamped model the lost energy is about \(2\times10^{-5}\) eV. A real metal can also respond by exciting electron–hole pairs, which adds a lag proportional to \(v\) instead of \(v^2\). A semiclassical free-electron estimate that includes them gives a loss of about \(10^{-3}\) eV. This is still less than 0.1% of the gain, so instantaneous screening is an excellent assumption here.

**Polarization of the ion.** The image charge produces a field \(E=9.0\) V/nm at the ion. Let the ion have polarizability \(\alpha=4\pi\varepsilon_0\alpha'\), with a rough \(\alpha'=0.001\) nm³. Its dipole \(p\) has an image that points the same way and adds a field \(p/(4\pi\varepsilon_0\,4z^3)\). Thus

\[
p=\alpha\left(E+\frac{p}{4\pi\varepsilon_0\,4z^3}\right)
\quad\Rightarrow\quad
p=\frac{\alpha E}{1-\alpha'/(4z^3)} .
\]

For this linear response the energy is lowered by \(\tfrac12pE\), which equals 0.029 eV. The dipole's own image accounts for 3% of that small addition.

The open 3p shell of the argon ion also has a quadrupole moment, which feels the gradient of the image field. A Hartree–Fock estimate of this moment changes the gain by about \(+0.07\) eV if the orbital with the missing electron points along the normal, and by about \(-0.04\) eV if it lies parallel to the surface. To first order in the moment, the average over the three orientations is zero. These values hold for triple- and quadruple-zeta basis sets; a double-zeta basis raises the first to \(+0.08\) eV. They also neglect the spin–orbit splitting of the ion, about 0.18 eV, which is larger than the shifts and mixes the orientations. With it included, the ground level \(^2P_{3/2}\) splits into parts with shifts of about \(+0.05\) and \(-0.04\) eV, and the upper level \(^2P_{1/2}\) shifts by about \(-0.01\) eV.

**Dispersion attraction.** The fluctuating dipole of the ion's electron cloud also has an image, which gives a van der Waals energy \(-C_3/z^3\). A time-dependent Hartree–Fock polarizability combined with the free-electron surface-plasmon response used above gives about 0.09 eV of extra attraction at 0.2 nm, roughly three times the static polarization term. The neutral atom is attracted as well, by about 0.13 eV, so on a real surface the neutral state is not entirely unshifted. These figures omit the copper d electrons and use the asymptotic formula at a short distance, so only their order of magnitude is meaningful.

**Short-range repulsion.** The electron clouds of argon and copper begin to overlap near the surface. The ZBL universal potential, a screened Coulomb repulsion between atoms, gives an order of magnitude. Suppose that the image plane lies roughly 0.17 nm outside the top copper nuclei. An ion directly above a nucleus is then 0.37 nm from it, and the repulsion from this one atom is 0.08 eV. If the image plane is 0.05 nm closer to the nuclei, with \(z\) unchanged, it is 0.24 eV. The other atoms together contribute about as much again: summed over a Cu(111) surface, the same potential gives about 0.20 and 0.49 eV, which are 11% and 27% of the image gain. The ZBL form is uncertain at such large distances, so only the order of magnitude is meaningful. The repulsion reduces the net kinetic energy, but it is a separate entry in the balance: the work done by the ideal image force remains 1.80 eV.

### Comparison with a real surface

An energy of 20 eV is a rough typical value for argon ions that strike a weakly biased surface in a low-pressure plasma. The assumption that matters most for the image gain is the single, known neutralization distance. Electron transfer is a random event, so real ions are neutralized over a range of distances, and the position of the image plane is itself uncertain on the scale of 0.05 nm. A shift of that size moves the gain to 2.40 or 1.44 eV. Of the other effects estimated above, only the short-range repulsion can be of comparable size.

The flat plane is an idealization too. The induced charge within radius \(r\) is the fraction \(1-z/\sqrt{r^2+z^2}\) of the total, so half of it lies within \(\sqrt3\,z\approx0.35\) nm. That is comparable with the spacing of copper atoms, and the atomic structure of the surface can matter at this distance. An oxide or adsorbed layer would also change the screening; neither effect is included here. For a real copper surface the result is best read as an image-force gain of about 2 eV, part of which the short-range repulsion takes back, while 1.80 eV is the value for the stated ideal model. The numerical output below lists the inputs and most of the separate estimates; its repulsion values are for a single copper atom.

## Computed values

```
Coulomb constant C = 1.43996 eV nm
neutralization distance z = 0.20 nm
ion-image separation = 0.40 nm
image force, formula = 9.000 eV/nm
image force, surface-charge sum = 9.000 eV/nm
energy gain, formula = 1.8000 eV
energy gain, integrated work = 1.8000 eV
energy gain, converted = 2.884e-19 J
largest relative potential remainder = 2.1e-15
ion-surface-charge interaction = -3.5999 eV
surface-charge self-energy = 1.8000 eV
sum of these energies = -1.8000 eV
gain collected beyond 2 nm = 0.180 eV
gain if neutralized at 0.15 nm = 2.400 eV
gain if neutralized at 0.25 nm = 1.440 eV
argon mass number, rounded = 40
ion energy from sheath = 20.0 eV
energy with image gain = 21.8 eV
image gain / sheath energy = 9.0 %
speed before image gain = 9.82 km/s
speed after image gain = 10.26 km/s
copper lattice constant, rough = 0.361 nm
free-electron density = 85.0 nm^-3
free-electron Fermi energy = 7.05 eV
Thomas-Fermi screening length = 0.0553 nm
reflection at q = 2.5 nm^-1, formula = 0.7592
reflection, finite differences = 0.7592
gain with Thomas-Fermi screening = 1.8086 eV
change due to that screening = 0.0086 eV
surface-plasmon energy = 7.66 eV
ion travel per 1/omega_s = 8.82e-04 nm
gain lost by delayed screening = 1.7e-05 eV
ion polarizability volume, rough = 0.001 nm^3
image field at ion = 9.00 V/nm
extra gain from polarization, formula = 0.0290 eV
extra gain, shell model = 0.0289 eV
ZBL repulsion, image plane 0.17 nm from nuclei = 0.08 eV
ZBL repulsion, image plane 0.12 nm from nuclei = 0.24 eV
```
